# Kramers Partners and the Raman Relaxation Law: From T⁷ to T⁹, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: two time orders in the golden rule

### Two shear waves and one quartet

Take an ion with angular momentum \(J=3/2\) in an axial crystal field,
\[
H_0=\frac{\Delta}{2}\left(J_z^2-\frac54\right).
\]
Since \(J_z^2\) is \(1/4\) or \(9/4\), the states \(m=\pm1/2\) lie at \(-\Delta/2\) and the states \(m=\pm3/2\) at \(+\Delta/2\). From here on energies are counted from the lower doublet, so the levels are \(0\) and \(\Delta\). Angular momenta are in units of \(\hbar\). There is no magnetic field.

A strain \(e_{ij}\) changes the crystal field. A simple coupling, unchanged when \(e_{ij}\) and \(\mathbf J\) are rotated together, is
\[
V=G\sum_{ij}e_{ij}\,\tfrac12(J_iJ_j+J_jJ_i),
\]
with \(G\) an energy. A sound wave of propagation direction \(\boldsymbol\kappa\) and polarization \(\mathbf p\), both unit vectors, has the strain pattern \(e_{ij}=\tfrac12(p_i\kappa_j+p_j\kappa_i)\) times an amplitude.

Let the first wave run along \(x\) with polarization \(z\), so \(e_{xz}=e_{zx}=1/2\). Let the second run along \((1,1,0)/\sqrt2\) with polarization \((1,-1,0)/\sqrt2\), so \(e_{xx}=-e_{yy}=1/2\) and \(e_{xy}=0\). Their couplings per unit amplitude are
\[
V=\frac G2(J_xJ_z+J_zJ_x),\qquad
V'=\frac G2(J_x^2-J_y^2)=\frac G4(J_+^2+J_-^2).
\]
The first changes \(m\) by one and the second by two. The ion is to go from \(m=1/2\) to \(m=-1/2\) while a phonon of the first wave is absorbed and one of the second is emitted.

A direct step by \(V\) fails: its element between \(m\) and \(m'\) is \((G/2)(m+m')\langle m'|J_x|m\rangle\), and here \(m+m'=0\). Two steps succeed, and there are two routes. If absorption comes first, the ion passes through \(m=3/2\):
\[
\langle-\tfrac12|V'|\tfrac32\rangle\langle\tfrac32|V|\tfrac12\rangle
=\frac{\sqrt3G}{2}\cdot\frac{\sqrt3G}{2}=+\frac34G^2 .
\]
If emission comes first, it passes through \(m=-3/2\):
\[
\langle-\tfrac12|V|-\tfrac32\rangle\langle-\tfrac32|V'|\tfrac12\rangle
=\left(-\frac{\sqrt3G}{2}\right)\frac{\sqrt3G}{2}=-\frac34G^2 .
\]
The minus sign comes from \(m+m'=-2\) in the element of \(V\).

Second-order perturbation theory divides each product by the initial energy minus the intermediate energy. After absorption of a phonon \(\hbar\omega\) this is \(-(\Delta-\hbar\omega)\); after emission it is \(-(\Delta+\hbar\omega)\). For \(\hbar\omega=0.08\,\Delta\) the two contributions are
\[
-\frac{0.75}{0.92}=-0.815,\qquad +\frac{0.75}{1.08}=+0.694
\]
in units of \(G^2/\Delta\). Their sum is \(-0.121\). What remains is the difference of the denominators, and it vanishes with the phonon energy. This is the Van Vleck cancellation. It remains to show that the opposite signs follow from time reversal, for any such ion and any pair of waves.

### The selection rule

Time reversal \(\Theta\) is antiunitary: \(\langle\Theta x|\Theta y\rangle=\langle y|x\rangle\). It reverses angular momentum, \(\Theta\mathbf J\Theta^{-1}=-\mathbf J\). In the usual basis, where \(J_x,J_z\) are real and \(J_y\) is imaginary, \(\Theta=e^{-i\pi J_y}K\), with \(K\) complex conjugation. The matrix \(e^{-i\pi J_y}\) is real, so \(\Theta^2=e^{-2\pi iJ_y}=(-1)^{2J}\). Half-integer \(J\) has \(\Theta^2=-1\). The same sign holds for an odd number of electrons, each of which contributes a spin one half.

For any operator \(O\) and state \(a\), antiunitarity with \(x=Oa\) and \(y=\Theta a\) gives
\[
\langle\Theta a|Oa\rangle=\langle\Theta Oa|\Theta^2a\rangle
=\Theta^2\langle\tilde O\,\Theta a|a\rangle
=\Theta^2\langle\Theta a|\tilde O^\dagger|a\rangle,
\qquad \tilde O=\Theta O\Theta^{-1}.
\tag{1}
\]
The number \(\Theta^2=\pm1\) is real and passes through the scalar product.

Let \(O=V\) be Hermitian and time-even, so that \(\tilde O^\dagger=V\). Then (1) reads \(\langle\Theta a|V|a\rangle=\Theta^2\langle\Theta a|V|a\rangle\). For \(\Theta^2=-1\) a number equals its own negative, and
\[
\boxed{\langle\Theta a|V|a\rangle=0 .}
\tag{2}
\]
The choice \(V=1\) shows that \(a\) and \(\bar a=\Theta a\) are orthogonal, so each level of a time-even Hamiltonian is at least twofold degenerate. The diagonal elements agree:
\[
\langle\bar a|V|\bar a\rangle=\langle\Theta a|\Theta Va\rangle=\langle Va|a\rangle=\langle a|V|a\rangle .
\tag{3}
\]
Together, (2) and (3) say that a time-even operator acts on a Kramers doublet as a number. Static strain shifts the doublet but neither splits it nor flips one partner into the other.

Strain is made of atomic displacements, which time reversal leaves alone, and it multiplies products of an even number of angular momenta. Thus \(V\) is time-even. A term quadratic in strain is time-even too, so by (2) it cannot flip the doublet in first order. Atomic velocities are time-odd and can multiply odd products of angular momenta, which (2) does not restrict; such couplings are left out here.

### The Raman amplitude

Let \(P\) project on the whole excited level, a set of states invariant under \(\Theta\). Apply (1) to \(O=V'PV\). Each factor is time-even, so \(\tilde O=O\), while the Hermitian conjugate reverses the order:
\[
S\equiv\langle\bar a|V'PV|a\rangle=\Theta^2\langle\bar a|VPV'|a\rangle .
\tag{4}
\]
For a Kramers ion the product with exchanged order is \(-S\), as in the opening example.

In zero field the flip costs no energy, so the absorbed and emitted phonons have the same frequency \(\omega\). Intermediate states inside the ground doublet drop out: one of the two steps would have to be a flip, which (2) forbids. With the phonon amplitudes set aside, the sum of both orders is
\[
M=-\frac{S}{\Delta-\hbar\omega}-\frac{-S}{\Delta+\hbar\omega}
=-S\,\frac{(\Delta+\hbar\omega)-(\Delta-\hbar\omega)}{\Delta^2-\hbar^2\omega^2}
=-\frac{2\hbar\omega S}{\Delta^2-\hbar^2\omega^2}.
\tag{5}
\]
Had the sign in (4) been plus, the numerator would have been \(2\Delta\). The cancellation thus multiplies the amplitude by \(\hbar\omega/\Delta\) and the rate by \((\hbar\omega/\Delta)^2\). If there are several excited levels, (5) is summed over them.

### Phonon amplitudes and the rate

Let the crystal have volume \(\Omega\) and density \(\rho\), and let all three polarizations have the speed \(v\). The displacement is
\[
\mathbf u(\mathbf r)=\sum_k\sqrt{\frac{\hbar}{2\rho\Omega\omega_k}}\;\mathbf p_k
\left(a_ke^{i\mathbf k\cdot\mathbf r}+a_k^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).
\]
The prefactor gives each mode the zero-point kinetic energy \(\tfrac12\rho\Omega\,\omega_k^2\,\hbar/(2\rho\Omega\omega_k)=\hbar\omega_k/4\), half of \(\hbar\omega_k/2\), as an oscillator requires. Differentiation at the ion, \(\mathbf r=0\), brings down \(\pm i\mathbf k\). The strain is therefore a sum of patterns \(e_{ij}\) multiplied by
\[
s_k=i\eta_k(a_k-a_k^\dagger),\qquad
\eta_k^2=\frac{\hbar k^2}{2\rho\Omega\omega_k}=\frac{\hbar\omega_k}{2\rho\Omega v^2}.
\tag{6}
\]
Absorption carries a factor \(i\) and emission \(-i\). Their product is \(+1\) in either order, so the phonon factors do not spoil the relative sign in (5).

Let \(n=1/(e^{\hbar\omega/kT}-1)\), where \(k\) beside \(T\) is Boltzmann's constant. The golden rule, summed over absorbed modes \(k\) and emitted modes \(k'\), gives the flip rate
\[
W=\frac{2\pi}{\hbar}\sum_{k,k'}\eta_k^2\eta_{k'}^2\,n_k(n_{k'}+1)\,|M|^2\,\delta(\hbar\omega_k-\hbar\omega_{k'}).
\]
The density of modes is \(g(\omega)=3\Omega\omega^2/(2\pi^2v^3)\). The useful combination does not contain the volume:
\[
g\eta^2=\frac{3\Omega\omega^2}{2\pi^2v^3}\,\frac{\hbar\omega}{2\rho\Omega v^2}
=\frac{3\hbar\omega^3}{4\pi^2\rho v^5}.
\tag{7}
\]
With \(\delta(\hbar\omega-\hbar\omega')=\delta(\omega-\omega')/\hbar\), one frequency integral remains. The two populations exchange at the same rate \(W\) in both directions, so their difference decays at \(1/T_1=2W\):
\[
\frac1{T_1}=\frac{4\pi}{\hbar^2}\int(g\eta^2)^2\langle|M|^2\rangle n(n+1)\,d\omega
=\frac{9}{4\pi^3\rho^2v^{10}}\int\omega^6\langle|M|^2\rangle n(n+1)\,d\omega .
\tag{8}
\]
The angle brackets average over directions and polarizations of both waves.

For \(\hbar\omega\ll\Delta\), (5) gives \(|M|^2=4\hbar^2\omega^2|S|^2/\Delta^4\), and the integrand contains \(\omega^8\). Put \(x=\hbar\omega/kT\). Because \(n(n+1)=-dn/dx\), integration by parts gives
\[
\int_0^\infty x^8n(n+1)\,dx=8\int_0^\infty\frac{x^7\,dx}{e^x-1}=8!\,\zeta(8).
\]
The boundary terms vanish. The upper limit may be infinite if the Debye energy is at least about \(20\,kT\): the integrand peaks near \(x=8\), and the part beyond \(x=20\) is only 0.2% of the integral. Hence
\[
\frac1{T_1}=\frac{9\hbar^2\langle|S|^2\rangle}{\pi^3\rho^2v^{10}\Delta^4}\,8!\,\zeta(8)\left(\frac{kT}{\hbar}\right)^9 .
\tag{9}
\]
With the plus sign in (4), \(|M|^2=4|S|^2/\Delta^2\) is constant at low frequency. The integral then contains \(\omega^6\), and the law is \(T^7\).

### The average for the quartet

The elements of \(V\) from the lower to the upper doublet follow from \(\langle\frac32|J_+|\frac12\rangle=\sqrt3\) and \(\langle\frac32|J_+^2|-\frac12\rangle=2\sqrt3\):
\[
\begin{aligned}
\alpha&=\langle\tfrac32|V|\tfrac12\rangle=\sqrt3G(e_{xz}-ie_{yz}),&
\langle-\tfrac32|V|-\tfrac12\rangle&=-\alpha^*,\\
\beta&=\langle\tfrac32|V|-\tfrac12\rangle=\sqrt3G\left(\tfrac{e_{xx}-e_{yy}}2-ie_{xy}\right),&
\langle-\tfrac32|V|\tfrac12\rangle&=\beta^*.
\end{aligned}
\tag{10}
\]
With primes for the emitted wave, the two routes through the upper doublet add to
\[
S=\beta'^*\alpha+(-\alpha')\beta^*=\alpha\beta'^*-\alpha'\beta^* ,
\tag{11}
\]
which visibly changes sign when the waves are exchanged.

Directions are averaged with \(\langle\kappa_x^2\rangle=1/3\). A turn by \(45^\circ\) about \(z\) maps \(\kappa_x\kappa_y\) to \((\kappa_x^2-\kappa_y^2)/2\), up to sign, so \(\langle\kappa_x^4\rangle=3\langle\kappa_x^2\kappa_y^2\rangle\). Then \(\langle(\kappa^2)^2\rangle=1\) gives \(\langle\kappa_x^2\kappa_y^2\rangle=1/15\). A longitudinal wave has \(e_{xy}^2=\kappa_x^2\kappa_y^2\), with average \(1/15\). The two transverse waves obey \(\sum p_ip_j=\delta_{ij}-\kappa_i\kappa_j\), and together give
\[
\tfrac14\langle\kappa_x^2+\kappa_y^2-4\kappa_x^2\kappa_y^2\rangle=\tfrac14\left(\tfrac23-\tfrac4{15}\right)=\tfrac1{10}.
\]
Per polarization, \(\langle e_{xy}^2\rangle=\tfrac13(\tfrac1{15}+\tfrac1{10})=\tfrac1{18}\). Rotations give the same value for \(e_{xz}\), \(e_{yz}\) and \((e_{xx}-e_{yy})/2\). Thus
\[
\langle|\alpha|^2\rangle=\langle|\beta|^2\rangle=3G^2\cdot\tfrac2{18}=\tfrac13G^2 .
\tag{12}
\]
The cross term in \(|S|^2\) contains \(\langle\alpha\beta\rangle\), which changes sign under \(z\to-z\) and vanishes. The two squares remain, and
\[
\langle|S|^2\rangle=2\cdot\tfrac13G^2\cdot\tfrac13G^2=\tfrac29G^4 .
\]
Insert this and \(8!\,\zeta(8)=40320\,\pi^8/9450=64\pi^8/15\) into (9):
\[
\boxed{\frac1{T_1}=\frac{128\pi^5}{15}\,\frac{\hbar^2G^4}{\rho^2v^{10}\Delta^4}\left(\frac{kT}{\hbar}\right)^9 .}
\tag{13}
\]

## Second derivation: a doublet that follows the strain

### Symbols and results carried over

The ion has a ground Kramers doublet at energy \(0\), with states \(a=|\tfrac12\rangle\) and \(\bar a=|-\tfrac12\rangle\) (equal to \(\Theta a\) up to an overall sign, which no rate depends on), and an excited doublet at \(\Delta\) on which \(P\) projects. The strain coupling \(V\) is time-even, has strength \(G\), and acts on the ground doublet as a number. Its elements between the doublets are \(\alpha\) and \(\beta\) of (10). For an absorbed wave \(V\) and an emitted wave \(V'\), \(S=\langle\bar a|V'PV|a\rangle=\alpha\beta'^*-\alpha'\beta^*\). Averaged over waves of unit strain, \(\langle|\alpha|^2\rangle=\langle|\beta|^2\rangle=G^2/3\). A mode has the strain amplitude \(s=i\eta(a-a^\dagger)\), the thermal occupation is \(n\), and \(g\eta^2=3\hbar\omega^3/(4\pi^2\rho v^5)\) combines mode density and squared amplitude. The golden rule gave the Raman amplitude (5) and the rate (13).

The new route sums no time orders. It removes the excited doublet first, and asks what a slowly changing strain does to the ground doublet.

Summing the two time orders in the golden rule has given the relaxation rate (13), whose ninth power of temperature follows from the opposite signs that time reversal imposes on the two routes. It remains to obtain the same rate from the response of the ground doublet to a slowly changing strain, to see when a static term can flip a doublet, and to compare numbers and assumptions.

All numerical values are calculated from the stated model.
